\section*{Choosing the stopping shell in walk-on-spheres calculations of coating-defect permeation}

\section{What a careless shell width does}

A walk-on-spheres calculation of permeation through a circular pinhole, run with 400\,000 walks, can report a statistical error of 0.2\% and still be 12\% too high. This happens when walkers count as captured within one tenth of a radius of the hole. More walks shrink the error bar around the wrong value.

The setting at fault is the width $\varepsilon$ of the stopping shell. Like a convergence threshold in an electronic-structure program, it is a numerical parameter, not a property of the material. In particular, it is not a physical boundary layer. This guide derives the bias it causes, measures that bias on a disk, and shows how to choose $\varepsilon$ for an irregular defect.

\section{From permeation to capacitance}

An impermeable coating lies at $z=0$ on a polymer filling $z>0$. Its open defect $S$ is flat and holds the dissolved concentration at $c=0$; far away $c\to c_0$. The diffusivity $D$ is constant and the state is steady, so $\nabla^2c=0$, with $\partial_zc=0$ on the coating.

Define $u=1-c/c_0$ and extend it evenly to $z<0$. Since $\partial_zu=0$ on the coating, the two halves join smoothly there. Thus $u$ is harmonic in all space outside $S$, equals 1 on $S$ and vanishes at infinity. It is the potential of a conducting sheet, with
\begin{equation}
u\to C/r\qquad(r\to\infty),
\end{equation}
where $C$ is the capacitance in Gaussian units, a length. The flux of $-\nabla u$ through a large sphere is $4\pi C$. By symmetry each face of $S$ supplies half, so the capture rate is
\begin{equation}
J=D\int_S\partial_zc\,dA=-Dc_0\int_S\partial_zu\,dA=2\pi DCc_0.
\label{rate}
\end{equation}
If vapour instead enters through the defect and the far side is dry, $c$ is replaced by $c_0-c$ and the rate has the same size.

\subsection{The disk}

For a disk of radius $a$ and $z>0$, take
\begin{equation}
u=\frac1\pi\int_{-a}^{a}\frac{dt}{\sqrt{\rho^2+(z+it)^2}},
\label{disk}
\end{equation}
with the principal root. Each integrand is $1/r$ with a complex shift of $z$, hence harmonic. On the disk, as $z\to0^+$, the parts with $|t|>\rho$ have imaginary roots of opposite sign at $\pm t$ and cancel. What remains is
\[
u=\frac1\pi\int_{-\rho}^{\rho}\frac{dt}{\sqrt{\rho^2-t^2}}=1 .
\]
For $\rho>a$ the $z$ derivative of the integrand at $z=0$ is odd in $t$, so $\partial_zu=0$. All boundary conditions hold. At large $r$ the integrand tends to $1/r$, which gives
\begin{equation}
C=\frac{2a}{\pi},\qquad J=4Dac_0 .
\end{equation}

The surface gradient follows from $\partial_z=-i\partial_t$ acting on the integrand. With $q=\sqrt{a^2-\rho^2}$, the roots at $t=\pm a$ tend to $\pm iq$, and
\begin{equation}
-\partial_zu=\frac{i}{\pi}\left(\frac1{iq}-\frac1{-iq}\right)=\frac{2}{\pi\sqrt{a^2-\rho^2}} .
\label{grad}
\end{equation}
It diverges at the rim. Its integral over one face is $4a$, in agreement with $J$; numerical quadrature also gives 4.0000.

A closed form is needed later. Integrating (\ref{disk}) gives $u=(2/\pi)\,\mathrm{Im}\,\mathrm{arcsinh}[(z+ia)/\rho]$. Write the arcsinh as $\alpha+i\beta$. Then $z=\rho\sinh\alpha\cos\beta$, $a=\rho\cosh\alpha\sin\beta$ and $u=2\beta/\pi$. With $\lambda=a\cot\beta$,
\[
\frac{\rho^2}{a^2+\lambda^2}+\frac{z^2}{\lambda^2}=\frac1{\cosh^2\alpha}+\tanh^2\alpha=1 .
\]
Clearing denominators gives a quadratic for $\lambda^2$, so
\begin{equation}
1-u=\frac2\pi\arctan\frac\lambda a,\qquad
\lambda^2=\tfrac12\Bigl[r^2-a^2+\sqrt{(r^2-a^2)^2+4a^2z^2}\Bigr].
\label{deficit}
\end{equation}

\section{What the walk computes}

The function $u(\mathbf x)$ is the probability that a Brownian path from $\mathbf x$ ever hits $S$. Let $\bar u(r)$ be its mean over a sphere of radius $r$ enclosing $S$. Then
\[
\frac{d\bar u}{dr}=\frac1{4\pi r^2}\oint\partial_ru\,dA=-\frac{C}{r^2}
\quad\Longrightarrow\quad \bar u(r)=\frac Cr .
\]
Launching uniformly from an enclosing sphere of radius $R$ and finding hit probability $p$ therefore gives $C=Rp$.

A walker at distance $d$ from $S$ jumps to a uniform point on the sphere of radius $d$ about itself. This is where a Brownian path first leaves that sphere, so the jump introduces no time-step error.

A walker at $r>R$ returns to the launch sphere with probability $R/r$ and otherwise escapes. The return point $\mathbf y$ has a density given by the normal derivative of the Green function, built from $1/|\mathbf y-\mathbf x|$ and an image of strength $-R/r$ at radius $R^2/r$. Let $s=|\mathbf y-\mathbf x|$, and let $\mu$ be the cosine between $\mathbf x$ and $\mathbf y$. On the sphere the image lies at distance $Rs/r$ from $\mathbf y$, and the density is
\[
\frac1{4\pi}\left[-\frac{R-r\mu}{s^3}+\frac{r^2/R-r\mu}{s^3}\right]=\frac{r^2-R^2}{4\pi Rs^3}.
\]
Since $s^2=r^2+R^2-2rR\mu$, $d\mu$ is proportional to $s\,ds$, and $s$ has density proportional to $1/s^2$ between $r-R$ and $r+R$. Setting its cumulative probability, counted from $r+R$, equal to a uniform number $U$ gives
\begin{equation}
\frac1s=\frac1{r+R}+\frac{2RU}{r^2-R^2},\qquad
s=\frac{r^2-R^2}{r-R+2RU}.
\end{equation}
The azimuth is uniform. The outer region thus needs no cut-off, and the shell is the remaining systematic approximation, apart from floating-point rounding.

\section{The bias of the shell}

\subsection{An identity for any defect}

Stop the walk at the first point $\mathbf X$ with $d<\varepsilon$, and let $C_\varepsilon=R\,P(\text{stopped})$. Every jump preserves the mean of $u$, because $u$ is harmonic; so does the return step, if escape counts as $u=0$. The walk ends with probability one: its jumps are at least $\varepsilon$ long, so a bounded run of outward jumps offers escape with a probability bounded from below. As $u$ is bounded, its mean at the end equals its mean at launch, $C/R$. Subtracting,
\begin{equation}
C_\varepsilon-C=R\,\bigl\langle(1-u(\mathbf X))\,;\text{stopped}\bigr\rangle>0 .
\label{identity}
\end{equation}
The shell overestimates the mean capture, because some walkers stopped near the defect would still have escaped. For a disk, (\ref{deficit}) evaluates the right side with far less noise than the hit count.

\subsection{Why a logarithm appears}

Two facts are needed. First, above a flat face a jump from height $h$ lands at a height uniform on $[0,2h]$, since equal slices of a sphere have equal area. Given that it lands below $\varepsilon$, its height is uniform on $[0,\varepsilon]$, with mean $\varepsilon/2$. The simulation gives $0.4998\,\varepsilon$ over the inner half of the radius.

Second, consider where walkers hit. Let $w$ be harmonic, equal to $f$ on $S$ and zero at infinity. Its mean over the launch sphere is its total flux divided by $4\pi R$. Green's identity for $u$ and $w$, with $u=1$ on $S$ and normal $n$ pointing away from $S$, turns that flux into
\[
-\oint_S\partial_nw\,dA=-\oint_S f\,\partial_nu\,dA .
\]
The density of hits, given a hit, is therefore $|\partial_nu|/(4\pi C)$. For the disk, adding both faces gives $1/(2\pi a\sqrt{a^2-\rho^2})$.

Away from the rim, $1-u\simeq h|\partial_nu|$ with mean $h=\varepsilon/2$. Cutting the integral at a distance $b\varepsilon$ from the rim, with $b$ of order one,
\begin{align}
\frac{C_\varepsilon-C}{C}
&\simeq\int_0^{a-b\varepsilon}\frac{2\pi\rho\,d\rho}{2\pi a\sqrt{a^2-\rho^2}}\;\frac\varepsilon2\;\frac{2}{\pi\sqrt{a^2-\rho^2}}\nonumber\\
&=\frac{\varepsilon}{\pi a}\int_0^{a-b\varepsilon}\frac{\rho\,d\rho}{a^2-\rho^2}
\simeq\frac{\varepsilon}{2\pi a}\ln\frac{a}{2b\varepsilon}.
\end{align}
In the rim zone, of width about $\varepsilon$, the fraction of hits and the value of $1-u$ both scale as $\sqrt{\varepsilon/a}$. Their product, of order $\varepsilon/a$, changes the constant but not the logarithm. To leading order for $\varepsilon\ll a$,
\begin{equation}
\frac{C_\varepsilon-C}{C}=\frac{\varepsilon}{2\pi a}\left[\ln\frac a\varepsilon+k\right].
\label{law}
\end{equation}
This scaling argument does not fix $k$; the simulation does.

\subsection{Measured bias}

With $R=1.5a$, identity (\ref{identity}) gives:
\begin{center}
\begin{tabular}{cccc}
$\varepsilon/a$ & raw $C_\varepsilon/a$ & bias$/C$ (\%) & $k$\\
0.1 & 0.7116 & 12.0 & 5.26\\
0.03 & 0.6613 & 4.16 & 5.20\\
0.01 & 0.6449 & 1.56 & 5.18\\
0.003 & 0.6384 & 0.52 & 5.17\\
0.001 & 0.6360 & 0.19 & 5.11\\
0.0003 & 0.6352 & 0.06 & 5.19
\end{tabular}
\end{center}
The exact $C/a$ is 0.6366. Between $\varepsilon/a=0.01$ and 0.0003 the bracket in (\ref{law}) grows with $\ln(a/\varepsilon)$ at a slope of 1.00, against the predicted 1; the bound used for the statistical error is 0.04. The constant is $k\approx5.2$, with an error of 0.1 at the smallest shell. It exceeds the logarithm until $\varepsilon/a$ falls below $e^{-5.2}\approx0.006$.

The last two raw values lie below the exact one although the bias is positive. All rows share the same walks and so nearly the same noise, 0.0012 in $C/a$. After subtraction of the bias, the last row is low by 1.6 standard errors.

\section{How to choose the setting}

For $N$ independent walks the relative statistical error is
\begin{equation}
\sigma=\sqrt{\frac{1-p}{pN}}=\sqrt{\frac{R/C-1}{N}} .
\end{equation}
At fixed $N$ a tighter launch sphere reduces it, provided the shell stays inside that sphere. In the disk run $p=0.6366/1.5=0.424$ and $\sigma=0.18\%$. A shell of $0.001a$ has a bias of about that size; $0.0003a$ brings it to a third.

To hold the bias of a disk to a fraction $\delta$, iterate
\begin{equation}
\frac\varepsilon a=\frac{2\pi\delta}{\ln(a/\varepsilon)+5.2}.
\end{equation}
For $\delta=0.1\%$, starting from $5\times10^{-4}$, the right side is $0.00628/(7.6+5.2)=4.9\times10^{-4}$, so the iteration has settled.

A thinner shell is cheap. Near a flat face $h'=2hU$, so the mean change of $\ln h$ per jump is $\ln2+\int_0^1\ln U\,dU=\ln2-1$. The mean overshoot below the shell, measured in $\ln h$, does not depend on $\varepsilon$. A tenfold thinner shell thus costs about
\begin{equation}
\frac{\ln10}{1-\ln2}=7.5
\end{equation}
more jumps per captured walker. The disk run needs 8.2 between $0.003a$ and $0.0003a$; the excess may come from the rim, where the planar law fails, but this is a conjecture. A tenfold smaller statistical error, by contrast, needs a hundred times as many walks. The bias should therefore be made smaller than $\sigma$ by thinning the shell.

\section{Irregular defects}

Near a smooth stretch of edge $|\partial_nu|\simeq\kappa/\sqrt{s}$, with $s$ now the distance to the edge. The argument above, with two faces, gives the logarithmic term
\[
\frac{C_\varepsilon-C}{C}\simeq2\cdot\frac\varepsilon2\oint dl\int\frac{\kappa^2}{4\pi C}\frac{ds}{s}
\simeq\frac{\varepsilon}{4\pi C}\ln\frac1\varepsilon\oint\kappa^2dl ,
\]
with lengths in a chosen unit. For the disk, $\kappa^2=2/(\pi^2a)$ restores $\varepsilon/(2\pi a)$. At a corner, let $1-u$ grow as distance to the power $\gamma>0$. Hits within $\varepsilon$ of it then have probability of order $\varepsilon^{1+\gamma}$ and a deficit of order $\varepsilon^{\gamma}$. The product is small compared with $\varepsilon$. Along the edges that meet there, $\kappa^2$ varies as the distance from the corner to the power $2\gamma-1$, so $\oint\kappa^2dl$ converges. To leading order for small $\varepsilon$, corners therefore leave the form of the law intact:
\begin{equation}
B(\varepsilon)=C_\varepsilon-C=\varepsilon\left[A\ln(1/\varepsilon)+K\right].
\end{equation}

Since the walk does not depend on $\varepsilon$ until it stops, one run records the first entry into several nested shells. These counts share most of their noise, which cancels in their differences; the differences determine $A$ and $K$. What remains is the counting noise of the walks that enter one shell but not the next. On the disk this procedure gives a bias of 4.17\% at $0.03a$, against 4.16\% from the identity. The remaining noise is about 0.05 percentage points, so agreement this close is partly chance.

\subsection{A branched crack}

The crack consists of 17 squares of side $\ell$: a $7\times1$ bar, two $1\times3$ branches and a $2\times2$ patch. In units of $\ell$ they occupy $[-4,3]\times[0,1]$, $[0,1]\times[1,4]$, $[-3,-2]\times[-3,0]$ and $[1,3]\times[-2,0]$. The raw capacitances at $\varepsilon=0.03$, 0.003 and 0.0003 are 1.8869, 1.8476 and 1.8426. Their differences give
\begin{align}
0.0393&=0.0878A+0.0270K,\nonumber\\
0.0050&=0.0150A+0.0027K.
\end{align}
Subtracting ten times the second equation from the first yields $A\approx0.17$, and then $K\approx0.90$. Only about 360 walks lie behind the second difference, so $A$ is uncertain by about a quarter and $K$ by about 0.15; their errors partly cancel in $B$ at the finest shell, which is uncertain by less than 0.0001. At the finest shell $B=0.0003(8.11A+K)\approx0.0007$, so
\begin{equation}
C/\ell=1.8426-0.0007=1.842\pm0.004 .
\end{equation}
The bias is 2.4\% of $C$ at $\varepsilon=0.03\ell$ and 0.04\% at $0.0003\ell$. The latter is well below the statistical error of 0.2\%, so this shell is thin enough for the run.

An independent calculation divides each square into $m\times m$ panels of constant charge and sets the potential to 1 at their centres. It gives 1.8141 for $m=6$ and 1.8289 for $m=12$. If the error falls as $1/m$, the limit is $2(1.8289)-1.8141=1.8437$; the previous pair, $m=3$ and 6, gives a limit lower by 0.0014. The last digit of this limit is not converged: panels refined toward the edges give 1.8443, higher by 0.0006. The two methods agree within the statistical error.

\section{Water through an oxide-coated polymer film}

Take $\ell=0.2\,\mu$m, $D=0.5\,\mu$m$^2$/s, $c_0=0.010$ g/cm$^3=10^{-14}$ g/$\mu$m$^3$, film thickness $L=12\,\mu$m and $n=200$ defects per mm$^2$. Then $C=0.368\,\mu$m, and
\begin{equation}
J=2\pi(0.5)(0.368)(10^{-14})=1.16\times10^{-14}\ \mathrm{g/s}.
\end{equation}
Multiplying by $2\times10^8$ defects per m$^2$ and 86\,400 s per day gives 0.20 g/(m$^2$\,day). A disk of the same area, $0.68\,\mu$m$^2$, has $a=0.465\,\mu$m and gives 0.16 g/(m$^2$\,day). At fixed area the crack captures 24\% more.

Scaling the bare-film value, 36 g/(m$^2$\,day), by the open area fraction gives 0.0049 g/(m$^2$\,day), 41 times too little within this model. The ratio is $2\pi CL/\text{area}$: vapour spreads sideways below a small hole instead of crossing the film in a straight column.

\subsection{What the model leaves out}

\emph{Finite thickness.} A far face held at $c_0$ sets $u=0$ at $z=L$. Images of a defect charge $Q$ alternate in sign at $\pm2L,\pm4L,\dots$, so for a defect small compared with $L$
\[
1=\frac QC-\frac QL\left(1-\tfrac12+\tfrac13-\cdots\right),\qquad Q=\frac{C}{1-C\ln2/L},
\]
which raises the rate by 2.2\%.

\emph{Neighbours.} The integral of $u$ over a plane at height $z$ falls linearly with slope $-2\pi Q$ to zero at $L$. At $z=0$ it is about $2\pi CL$. Independently placed neighbours thus lower the rate by about $2\pi CnL=0.6\%$.

\emph{Anisotropy.} With in-plane and normal diffusivities $D_p$ and $D_z$, the scaling $z'=z\sqrt{D_p/D_z}$ restores Laplace's equation, and $D_z\partial_z=\sqrt{D_pD_z}\,\partial_{z'}$. A ratio of 1.2 at fixed $D_z$ adds 9.5\%.

\emph{Humidity.} If $D=D_0(1+\beta c/c_0)$, then $\int_0^cD\,dc'$ is harmonic and its far value is $D_0c_0(1+\beta/2)$. For $\beta=0.2$ the rate rises by 10\%.

\subsection{Beside the real case}

The parameters are rough values for water in PET film with a thin oxide barrier near room temperature; defect sizes and densities vary widely between coatings, and the result scales with $nC$. Of the assumptions examined, a fixed temperature matters most: with a rough activation energy of 0.45 eV, warming from 298 to 311 K multiplies $D$, and the rate at fixed $c_0$, by 2.1. An intact coating that itself passes 0.01 g/(m$^2$\,day), an assumed value, adds 5\%. Water can also cross real oxide layers through nanometre-scale pores and grain boundaries, which this model omits and which need not be a small part; the computed rate is the share of the open defects, not the total transmission of a coating. Resistance in the short pore and in the air at its mouth is about $10^{-5}$ of that in the polymer for an air-filled hole, and a still air layer over the film adds about $4\times10^{-5}$ per centimetre; a blocked hole would break this assumption. The steady rate applies after times long compared with $L^2/D\approx290$ s. These uncertainties far exceed a shell bias of 0.1\%, so a finer shell serves comparisons between shapes, not the absolute prediction. The numerical output below lists the remaining figures.

\section*{Numbers as computed}
\begin{verbatim}
Walks per defect: 400000
Disk launch radius R/a: 1.50
Disk C/a, exact 2/pi: 0.636620
Disk C/a from far field: 0.636620
Disk one-sided flux/(D a c0), quadrature: 4.0000
Disk: eps/a, raw C/a, stat. error, bias/C in %, k (dimensionless)
  0.1000  0.71159  0.00118  12.0380  5.261
  0.0300  0.66126  0.00118  4.1568  5.199
  0.0100  0.64489  0.00117  1.5566  5.175
  0.0030  0.63836  0.00117  0.5243  5.172
  0.0010  0.63604  0.00117  0.1913  5.113
  0.0003  0.63518  0.00117  0.0635  5.185
Statistical error of k at smallest eps: 0.095
Slope of scaled bias against ln(a/eps), theory 1: 1.003
Bound used for the slope's statistical error: 0.038
Mean stopping height/eps over the face: 0.4998
Extra jumps per decade of eps, measured: 8.17
Extra jumps per decade of eps, planar theory: 7.50
Disk bias/C at eps/a=0.03 from counts: 4.170 %
Crack area: 17 squares; launch radius/side: 5.532
Crack: eps/side, raw C/side, bias/C in %
  0.0300  1.8869  2.442
  0.0030  1.8476  0.311
  0.0003  1.8426  0.038
Crack C/side, bias removed: 1.8419 +- 0.0041
Crack C/side, panels m=3,6,12: 1.7859, 1.8141, 1.8289
Crack C/side, panels extrapolated: 1.8437
Change between panel extrapolations: 0.0014
Inputs: side 0.2 um, D 0.5 um^2/s, c0 0.010 g/cm^3
Inputs: L 12.0 um, density 200 per mm^2, T 298.15 K
Crack area: 0.680 um^2
Equal-area disk radius: 0.4652 um
Capacitance, crack: 0.3684 um; disk: 0.2962 um
Capture ratio crack/disk: 1.244
Rate per defect, crack: 1.157e-14 g/s; disk: 9.305e-15 g/s
Transmission, cracks: 0.2000 g/(m^2 day)
Transmission, disks: 0.1608 g/(m^2 day)
Transmission, bare film: 36.00 g/(m^2 day)
Open-area estimate: 0.00490 g/(m^2 day)
Crack result / open-area estimate: 40.8
Finite film thickness: +2.17 %
Random neighbours: about -0.56 %
In-plane/normal D = 1.2: +9.5 %
D rising by 20 % up to c0: +10.0 %
D factor at 311.15 K for 0.45 eV: 2.08
Gas-side and pore resistance / polymer resistance: 9.8e-06
Intact film 0.01 g/(m^2 day): 5.0 % of crack flow
Diffusion time L^2/D: 288 s
\end{verbatim}
